# Leading Lamb shift of one-electron atoms in dimensional regularization, part 1

(Sections cited here and not found follow in the later parts.)

**Q.** I have a nonrelativistic Coulomb code in Hartree units. For one electron bound to a nucleus of charge $Z$ it gives me the contact density $\langle\delta^3(\mathbf r)\rangle$ and a logarithmic mean of the excitation energies. To add the radiative shift of order $\alpha^3$ I must decide what constant goes next to that logarithm, and in what unit the excitation energies are measured. If I take the Darwin coefficient from a vertex calculation in dimensional regularization, it has a pole $1/\epsilon$. May I throw the pole away, and what do I add then?

**A.** The pole may be dropped only if the opposite pole in the low-energy photon exchange is dropped with the same convention, because the constant depends on terms of order $\epsilon$ that multiply these poles. For a point nucleus of infinite mass and $Z\alpha\ll1$ the answer is

$$\delta E=\frac{4\alpha^3Z}{3}\langle\delta^3(\mathbf r)\rangle\left[\ln\alpha^{-2}+\frac56-\frac15\right]-\frac{2\alpha^3}{3\pi}\sum_m w_m\ln|2\Delta_m|+\frac{\alpha^3}{4\pi}\left\langle\frac{Z\,\boldsymbol\sigma\cdot\mathbf L}{r^3}\right\rangle ,$$

where $H=p^2/2+V$, $V=-Z/r$, $\Delta_m=E_m-E$ in hartree, and $w_m=|\langle m|\mathbf p|\psi\rangle|^2\Delta_m$. The constant is $5/6-1/5=19/30$, and it belongs with $2\Delta_m$, the excitation energy in rydberg. In Hartree units $m=\hbar=1$ and $c=1/\alpha$. Spacetime has dimension $d=4-2\epsilon$ and space $D=3-2\epsilon$. Mass and charge are renormalized on shell.

## Why two divergent pieces may be added

**Q.** An infrared pole needs $\epsilon<0$ to be regulated and an ultraviolet pole needs $\epsilon>0$. There is no $\epsilon$ at which both integrals exist, so the cancellation looks like a pun on the letter.

**A.** A model integral with the same structure shows what is meant. Let $\Delta\ll M$ and

$$I(\epsilon)=\int_0^\infty dk\,k^{-2\epsilon}\frac{M}{(k+\Delta)(k+M)},$$

which converges near $\epsilon=0$, where partial fractions give $\frac{M}{M-\Delta}\ln(M/\Delta)$. Choose $\Delta\ll\Lambda\ll M$. Below $\Lambda$ the integrand is $k^{-2\epsilon}/(k+\Delta)$ up to terms of order $\Lambda/M$. Above $\Lambda$ it is $k^{-1-2\epsilon}M/(k+M)$ up to terms of order $\Delta/\Lambda$. Extend the first integral to infinity, which is legitimate for $\epsilon>0$. The piece added is $\int_\Lambda^\infty k^{-1-2\epsilon}dk=\Lambda^{-2\epsilon}/(2\epsilon)$. Extend the second down to zero, which is legitimate for $\epsilon<0$. The piece added is $\int_0^\Lambda k^{-1-2\epsilon}dk=-\Lambda^{-2\epsilon}/(2\epsilon)$. Each of these four integrals is an analytic function of $\epsilon$ that continues uniquely to a punctured neighbourhood of zero, and there the two added pieces sum to zero. So $I$ equals the sum of the two extended integrals, each continued from its own strip, up to the power corrections dropped above, which are of relative order $\Delta/M$ once $\Lambda$ has disappeared. With the beta integral and the reflection formula,

$$\int_0^\infty\frac{x^{a-1}}{1+x}dx=\Gamma(a)\Gamma(1-a)=\frac{\pi}{\sin\pi a},\qquad 0<a<1,$$

the low region ($a=1-2\epsilon$) gives $\Delta^{-2\epsilon}\pi/\sin2\pi\epsilon$ and the high region ($a=-2\epsilon$) gives $-M^{-2\epsilon}\pi/\sin 2\pi\epsilon$. The sum tends to $\ln(M/\Delta)$, as it should. The rule that a scaleless integral $\int_0^\infty k^{b}dk$ vanishes is the statement that the two added pieces cancel, and it forces the ultraviolet pole of the low region to be minus the infrared pole of the high region.

In the atom the photon wave number $k$ can meet three scales. It is hard when $k\sim mc=1/\alpha$, soft when $k\sim Z$, the inverse size of the atom, and ultrasoft when the photon energy $\omega=ck$ is of the order of the binding energy $Z^2$. The hard region plays the part of $M$, the ultrasoft region that of $\Delta$.

## The hard region as local operators

**Q.** The electron is bound, yet you will use form factors of a free electron on its mass shell. Why is that allowed?

**A.** For $k\sim mc$ the momenta $p\sim Z$ and the binding energy are small compared with everything in the loop, so the integrand is expanded in them and the result is a polynomial, that is, a set of local operators. Gauge invariance allows the external potential to appear only through covariant derivatives and the field $\mathbf E$. Operators without $\mathbf E$ must reproduce $\sqrt{p^2c^2+m^2c^4}$ with the on-shell mass, so they get no radiative correction. Operators proportional to the equation of motion are removed by redefining the electron field and do not move energy levels. With one $\mathbf E$ and parity and time reversal respected, the lowest operators have the forms $\nabla\cdot\mathbf E$ and $\boldsymbol\sigma\cdot(\mathbf E\times\mathbf p)$, with size $\alpha^2\nabla^2V\sim\alpha^2Z^4$. A correction of relative order $\alpha$ to their coefficients is the order $\alpha^3Z^4$ we want. The coefficients do not depend on the state, so they can be fixed in the simplest process, the scattering of a free electron by one Coulomb photon. In the effective theory the radiative loops for that process, expanded in the external momenta, have no scale and vanish. The coefficients therefore equal the QED form factors, infrared poles included.

For this and the two loop calculations set $m=c=1$, metric $(+,-,-,-)$, $e^2=4\pi\alpha$. The vertex is

$$\Gamma^\mu=F_1(q^2)\gamma^\mu+F_2(q^2)\frac{i\sigma^{\mu\nu}q_\nu}{2},\qquad q=p'-p,\qquad i\sigma^{\mu\nu}q_\nu=-\tfrac12[\gamma^\mu,\not q].$$

A static potential couples to $\Gamma^0$. Take $u=\sqrt{E+1}\,\bigl(\xi,\ \frac{\boldsymbol\sigma\cdot\mathbf p}{E+1}\xi\bigr)$ and divide by $\sqrt{4EE'}$ to normalize to one particle per volume. Since $\sqrt{(E+1)/2E}=1-p^2/8+\dots$, the $\gamma^0$ term gives, between $\xi'^\dagger$ and $\xi$,

$$1-\frac{p^2+p'^2}{8}+\frac{(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)}{4}=1-\frac{\mathbf q^2}{8}+\frac{i}{4}\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p).$$

It is multiplied by $F_1=1+F_1'q^2=1-F_1'\mathbf q^2$, where $F_1'=F_1'(0)$ and $q_0^2$ is of fourth order. For the Pauli term, $\not q=q_0\gamma^0-\mathbf q\cdot\boldsymbol\gamma$ and $[\gamma^0,\gamma^i]=2\gamma^0\gamma^i$ give $i\sigma^{0\nu}q_\nu=\gamma^0\boldsymbol\gamma\cdot\mathbf q$, so $\bar u'(\dots)u=u'^\dagger\boldsymbol\gamma\cdot\mathbf q\,u$. The matrix $\boldsymbol\gamma$ has $\boldsymbol\sigma$ in the upper right block and $-\boldsymbol\sigma$ in the lower left, hence to second order

$$\tfrac12\left[(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma\cdot\mathbf p)-(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf q)\right]=-\tfrac12\mathbf q^2+i\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p),$$

using $\mathbf q\cdot(\mathbf p-\mathbf p')=-\mathbf q^2$, $\mathbf q\times\mathbf p=\mathbf p'\times\mathbf p$ and $\mathbf p'\times\mathbf q=-\mathbf p'\times\mathbf p$. This is multiplied by $F_2/2$, with $F_2=F_2(0)$. The total is

$$J=1-\frac{c_D}{8}\mathbf q^2+\frac{i\,c_S}{4}\boldsymbol\sigma\cdot(\mathbf p'\times\mathbf p),\qquad c_D=1+2F_2+8F_1',\qquad c_S=1+2F_2 .$$

The scattering amplitude is $\tilde V(\mathbf q)J$. In position space $-\mathbf q^2\tilde V$ is $\nabla^2V$, and $i\,\mathbf q\times\mathbf p\,\tilde V$ is $\nabla V\times\mathbf p=Z\mathbf L/r^3$. Restoring $1/(mc)^2=\alpha^2$,

$$\delta H=\alpha^2\left[\frac{c_D}{8}\nabla^2V+\frac{c_S}{4}\frac{Z\,\boldsymbol\sigma\cdot\mathbf L}{r^3}\right].$$

With $c_D=c_S=1$ these are the Darwin and spin-orbit terms of the Dirac theory. The spin-independent part of the derivation uses only the anticommutator of the $\sigma^i$ and holds for any $D$. The cross product is three-dimensional, which is harmless because $c_S$ will have no pole. The term $2F_2$ in $c_D$ is spin-independent: the Pauli coupling acts in a purely electric field and shifts $S$ states.

## The vertex in $d$ dimensions

**Q.** I know the four-dimensional numerator. What changes?

**A.** The contraction identities change, and the changes of order $\epsilon$ meet a pole. In Feynman gauge, with $k'=k+q$, the factors are $(-ie)^2$ from the two vertices, $i^2$ from the electron propagators and $-i$ from the photon, whose product is $-ie^2$:

$$\delta\Gamma^\mu=-ie^2\tilde\mu^{2\epsilon}\int\frac{d^dk}{(2\pi)^d}\frac{\gamma^\nu(\not k'+1)\gamma^\mu(\not k+1)\gamma_\nu}{(k^2-1)(k'^2-1)(k-p)^2}.$$

Here $\tilde\mu^2=\mu^2e^{\gamma}/4\pi$ keeps $\alpha$ dimensionless, $\gamma$ is Euler's constant, and $\mu$ is a wave number. Combine the denominators with weights $x,y,z$ in the order written, $x+y+z=1$, with the factor $\Gamma(3)=2$. The combined denominator is $k^2+2k\cdot(yq-zp)+yq^2+z-x-y$. Put $l=k+yq-zp$. From $p'^2=1$ follows $2p\cdot q=-q^2$, so $(yq-zp)^2=y^2q^2+yzq^2+z^2$, and the denominator is $l^2-\Delta_F$ with

$$\Delta_F=s^2-xy\,q^2,\qquad s=x+y=1-z .$$

The momenta are $k=l+a$, $k'=l+a'$, with $a=(1-x)p-yp'$ and $a'=(1-y)p'-xp$.

Anticommuting $\gamma^\nu$ to the right and using $\gamma^\nu\gamma_\nu=d$ gives $\gamma^\nu\not b\gamma_\nu=-(d-2)\not b$, then $\gamma^\nu\not b\not c\gamma_\nu=4b\cdot c-2\epsilon\not b\not c$, then $\gamma^\nu\not b\not c\not f\gamma_\nu=-2\not f\not c\not b+2\epsilon\not b\not c\not f$, where $2\epsilon=4-d$. Terms odd in $l$ vanish. The term quadratic in $l$ has $l^\alpha l^\beta\to l^2g^{\alpha\beta}/d$ and two single contractions, so it is $(d-2)^2l^2\gamma^\mu/d$. The rest is $N_4+2\epsilon N_\epsilon$ with

$$N_4=-2\not a\gamma^\mu\not a'+4(a+a')^\mu-2\gamma^\mu,\qquad N_\epsilon=(\not a'-1)\gamma^\mu(\not a-1).$$

Between the spinors $\not p'\to1$ on the left and $\not p\to1$ on the right. With $P=p+p'$ three reductions are needed. First $\not p\gamma^\mu=2p^\mu-\gamma^\mu\not p\to2p^\mu-\gamma^\mu$. Second $\gamma^\mu\not p'\to2p'^\mu-\gamma^\mu$. Third, with $2p\cdot p'=2-q^2$,

$$\not p\gamma^\mu\not p'=2p^\mu\not p'-\gamma^\mu(2p\cdot p'-\not p'\not p)\to2p^\mu-(2-q^2)\gamma^\mu+2p'^\mu-\gamma^\mu=2P^\mu+(q^2-3)\gamma^\mu .$$

The first two also give the Gordon identity: $\gamma^\mu\not q\to2p'^\mu-2\gamma^\mu$ and $\not q\gamma^\mu\to2\gamma^\mu-2p^\mu$, so $i\sigma^{\mu\nu}q_\nu\to2\gamma^\mu-P^\mu$.

For $N_4$, $\not a\to(1-x)\not p-y$ and $\not a'\to(1-y)\not p'-x$, so

$$\not a\gamma^\mu\not a'\to(1-x)(1-y)\not p\gamma^\mu\not p'-x(1-x)\not p\gamma^\mu-y(1-y)\gamma^\mu\not p'+xy\gamma^\mu .$$

Use $(1-x)(1-y)=1-s+xy$ and $x(1-x)+y(1-y)=s-s^2+2xy$. The coefficient of $\gamma^\mu$ is $(1-x)(1-y)q^2-3+4s-s^2$. Writing $p=(P-q)/2$, $p'=(P+q)/2$, the coefficient of $P^\mu$ is $2(1-s+xy)-(s-s^2+2xy)=2-3s+s^2$. The terms in $q^\mu$ are odd under $x\leftrightarrow y$ and integrate to zero because $\Delta_F$ is even. Likewise $a+a'\to(1-s)P$. Then

$$N_4\to\gamma^\mu\left[-2(1-x)(1-y)q^2+4-8s+2s^2\right]+2s(1-s)P^\mu,$$

and $P^\mu=2\gamma^\mu-i\sigma^{\mu\nu}q_\nu$ turns this into

$$N_4\to\gamma^\mu\left[-2(1-x)(1-y)q^2-2(s^2+2s-2)\right]-4s(1-s)\frac{i\sigma^{\mu\nu}q_\nu}{2}.$$

For $N_\epsilon$, $\not a'-1\to-(y+x\not p)$ and $\not a-1\to-(x+y\not p')$. The product is $xy\gamma^\mu+y^2\gamma^\mu\not p'+x^2\not p\gamma^\mu+xy\not p\gamma^\mu\not p'$. Its $\gamma^\mu$ coefficient is $xy-x^2-y^2-3xy+xyq^2=-s^2+xyq^2$, and its $P^\mu$ coefficient is $x^2+y^2+2xy=s^2$. After the Gordon identity,

$$N_\epsilon\to\gamma^\mu(s^2+xyq^2)-2s^2\frac{i\sigma^{\mu\nu}q_\nu}{2}.$$

Wick rotation $l^0=il_E^0$, the area $\Omega_d=2\pi^{d/2}/\Gamma(d/2)$ of the unit sphere and a beta integral over $l_E^2$ give

$$\int\frac{d^dl}{(2\pi)^d}\frac{(l^2)^a}{(l^2-\Delta_F)^n}=\frac{i(-1)^{a+n}}{(4\pi)^{d/2}}\frac{\Gamma(\frac d2+a)\Gamma(n-a-\frac d2)}{\Gamma(\frac d2)\Gamma(n)}\Delta_F^{d/2+a-n}.$$

For $n=3$ and with the prefactor $-2ie^2$, a numerator $1$ becomes $-e^2\Gamma(1+\epsilon)\Delta_F^{-1-\epsilon}/(4\pi)^{d/2}$ and a numerator $l^2$ becomes $+e^2\frac d2\Gamma(\epsilon)\Delta_F^{-\epsilon}/(4\pi)^{d/2}$. Also $e^2\tilde\mu^{2\epsilon}/(4\pi)^{d/2}=\frac{\alpha}{4\pi}(e^\gamma\mu^2)^\epsilon$. Define

$$G=\Gamma(1+\epsilon)\left(\frac{e^\gamma\mu^2}{m^2c^2}\right)^{\epsilon}=1-2\epsilon\ln\frac{mc}{\mu}+O(\epsilon^2),$$

where $\Gamma(1+\epsilon)=1-\gamma\epsilon+\dots$ removes $\gamma$. Set $x=su$, $y=s(1-u)$. The measure is $s\,ds\,du$ and the $u$ average of $xy$ is $s^2/6$.

The Pauli form factor is

$$F_2=\frac{\alpha}{4\pi}G\int_0^1ds\,s^{-1-2\epsilon}\left[4s(1-s)+4\epsilon s^2\right]=\frac{\alpha}{\pi}G\left[\frac1{1-2\epsilon}-\frac{1-\epsilon}{2-2\epsilon}\right]=\frac{\alpha}{\pi}G\,\frac{1+2\epsilon}{2(1-2\epsilon)},$$

which is $\alpha/2\pi$ at $\epsilon=0$. For the Dirac form factor, let $B_0=-2(s^2+2s-2)+2\epsilon s^2$ and $B_1=-2(1-s+xy)+2\epsilon xy$, so that the integrand is $\frac{(d-2)^2}{2}\Gamma(\epsilon)\Delta_F^{-\epsilon}-\Gamma(1+\epsilon)(B_0+B_1q^2)\Delta_F^{-1-\epsilon}$. The on-shell field renormalization adds a constant that the Ward identity fixes by $F_1(0)=1$, and it does not affect the slope. Differentiate at $q^2=0$ with $\partial\Delta_F/\partial q^2=-xy$. In the first term $\epsilon\Gamma(\epsilon)=\Gamma(1+\epsilon)$, so the ultraviolet pole is gone. With $(d-2)^2/2=2(1-\epsilon)^2$,

$$F_1'=\frac{\alpha}{4\pi}G\int_0^1ds\,s^{-1-2\epsilon}\left[\frac{(1-\epsilon)^2s^2}{3}+2(1-s)+\frac{(1-\epsilon)s^2}{3}-\frac{1+\epsilon}{6}B_0\right].$$

Collect powers of $s$ in the bracket. The constant is $2-\frac23(1+\epsilon)=\frac{4-2\epsilon}{3}$. The linear coefficient is $-2+\frac23(1+\epsilon)=-\frac{4-2\epsilon}3$. The quadratic coefficient is $\frac{1-\epsilon}{3}[(1-\epsilon)+1+(1+\epsilon)]=1-\epsilon$. The three integrals are $-1/(2\epsilon)$, $1/(1-2\epsilon)$ and $1/(2-2\epsilon)$. The first exists only for $\epsilon<0$ and diverges at $s\to0$, where $z\to1$, $\Delta_F\to0$ and $k\to p$, so the photon momentum goes to zero. The pole is infrared. Since $-\frac1{2\epsilon}-\frac1{1-2\epsilon}=-\frac{1}{2\epsilon(1-2\epsilon)}$,

$$F_1'=\frac{\alpha}{4\pi}G\left[\frac12-\frac{2-\epsilon}{3\epsilon(1-2\epsilon)}\right]=\frac\alpha\pi G\left[-\frac1{6\epsilon}-\frac18+O(\epsilon)\right].$$

In $c_D$ the two form factors combine. The sum $1+\frac{1+2\epsilon}{1-2\epsilon}$ is $\frac{2}{1-2\epsilon}=\frac{6\epsilon}{3\epsilon(1-2\epsilon)}$, so

$$c_D-1=\frac\alpha\pi G\,\frac{-4+2\epsilon+6\epsilon}{3\epsilon(1-2\epsilon)}=-\frac\alpha\pi\frac{4G}{3\epsilon}=\frac{\alpha}{\pi}\left[-\frac{4}{3\epsilon}+\frac83\ln\frac{mc}{\mu}+O(\epsilon)\right].$$

The middle form is exact in $\epsilon$. There is no constant: the $-1$ from $8F_1'$ cancels the $+1$ from $2F_2$. Direct quadrature at $\epsilon=-0.25$, keeping only $\Gamma(1+\epsilon)$ of $G$, gives $F_1'=0.76588544$ and $F_2=0.20423612$ in units of $\alpha/\pi$, and $8F_1'+2F_2=6.1270835+0.4084722=6.5355557$, equal to $-4\Gamma(1+\epsilon)/3\epsilon$. The value is positive where the integral exists: emission and reabsorption of photons smears the charge and enlarges the Darwin term. The negative sign of the pole reflects only $\epsilon<0$.

The hard vertex correction to the Darwin coefficient is now known: an infrared pole and a logarithm of $mc/\mu$, with no additional constant. Vacuum polarization and the soft and ultrasoft photons remain to be treated, and the pole has still to be cancelled.
